# Primitive-cell and doubled-cell plane-wave spectra at a finite cutoff: a numerical check

```python
# Result under test (Hartree atomic units): for H = -1/2 d2/dx2 + V, V(x+a) = V(x),
# the plane-wave matrix of the cell 2a at Gamma (waves q = n pi/a, q^2/2 <= ecut) is the
# direct sum of the primitive matrices at k=0 (n even) and k=pi/a (n odd), whose waves
# are q = k + m b, b = 2 pi/a, q^2/2 <= ecut, with H_mm' = q^2/2 delta + V_(m-m').
# Supercell matrices: real-space quadrature. Primitive matrices: analytic V_m.
# Models: cosine V = 2U cos(2 pi x/a); two periodic Gaussian wells (depth, centre, width).
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.special import mathieu_a, mathieu_b

EV = physical_constants['Hartree energy in eV'][0]
eig = np.linalg.eigvalsh
nodes, weights = np.polynomial.legendre.leggauss(600)
ints = np.arange(-200, 201)
fmt = lambda v: ' '.join(f'{t:.6f}' for t in v)

def supercell(V, a, ecut):
    n = ints[0.5*(ints*np.pi/a)**2 <= ecut]
    q, x, w = n*np.pi/a, a*(nodes + 1), a*weights
    phi = np.exp(1j*np.outer(x, q))/np.sqrt(2*a)
    dphi = 1j*q*phi
    assert np.abs(phi.conj().T @ (w[:, None]*phi) - np.eye(len(n))).max() < 1e-11
    H = 0.5*dphi.conj().T @ (w[:, None]*dphi) + phi.conj().T @ ((w*V(x))[:, None]*phi)
    return n, q, H

def primitive(coef, a, k, ecut, cut_on_G=False):
    G = ints*2*np.pi/a
    keep = 0.5*(G if cut_on_G else k + G)**2 <= ecut
    m, q = ints[keep], k + G[keep]
    return m, q, np.diag(0.5*q**2) + coef(m[:, None] - m[None, :])

def on_grid(V, L, idx, q, N):
    F = np.fft.fft(V(np.arange(N)*L/N))/N
    return np.diag(0.5*q**2) + F[(idx[:, None] - idx[None, :]) % N]

def off_block(n, H):
    return np.abs(H[np.ix_(n % 2 == 0, n % 2 == 1)]).max()

union = lambda A, B: np.sort(np.r_[eig(A), eig(B)])

# symbolic 5x5 cosine model from the defining integrals
xs, Us, Es = sp.symbols('x U E', real=True)
I = {d: sp.simplify(sp.integrate(2*Us*sp.cos(2*xs)*(sp.cos(d*xs) - sp.I*sp.sin(d*xs)),
                                 (xs, 0, 2*sp.pi))/(2*sp.pi)) for d in range(-4, 5)}
M = sp.Matrix(5, 5, lambda i, j: I[i-j] + (sp.Rational((i-2)**2, 2) if i == j else 0))
factored = (Es-2)*(Es**2 - 2*Es - 2*Us**2)*((Es - sp.Rational(1, 2))**2 - Us**2)
assert sp.expand((Es*sp.eye(5) - M).det() - factored) == 0

# cosine model
a, U, W = np.pi, 0.25, 0.05
Vc = lambda x: 2*U*np.cos(2*np.pi*x/a)
cc = lambda m: U*(np.abs(m) == 1)
print(f'cosine model: a = {a:.6f} bohr, pi/a = {np.pi/a:.4f} 1/bohr, U = {U} Ha')
for ecut in (3.0, 5.0, 60.0):
    n, q, H = supercell(Vc, a, ecut)
    H0, H1 = primitive(cc, a, 0, ecut)[2], primitive(cc, a, np.pi/a, ecut)[2]
    dev = np.abs(eig(H) - union(H0, H1)).max()
    assert dev < 1e-10 and off_block(n, H) < 1e-11
    print(f'ecut = {ecut} Ha: sizes {len(n)} = {len(H0)} + {len(H1)}, deviation {dev:.0e} Ha')
    print('  supercell lowest (Ha):', fmt(eig(H)[:5]))
    print('  k=0 lowest (Ha):', fmt(eig(H0)[:3]))
    print('  k=pi/a lowest (Ha):', fmt(eig(H1)[:2]))
    print(f'  gap at pi/a: {eig(H1)[1]-eig(H1)[0]:.6f} Ha = {(eig(H1)[1]-eig(H1)[0])*EV:.4f} eV')
mq = 2*U
m_even = np.array([mathieu_a(0, mq), mathieu_b(2, mq), mathieu_a(2, mq)])/2
m_odd = np.array([mathieu_b(1, mq), mathieu_a(1, mq)])/2
assert np.abs(eig(H0)[:3] - m_even).max() < 1e-8 and np.abs(eig(H1)[:2] - m_odd).max() < 1e-8
print(f'Mathieu q = {mq}: a0,b2,a2 /2 (Ha):', fmt(m_even))
print('Mathieu b1,a1 /2 (Ha):', fmt(m_odd))
two_pt = eig(H)[:2].sum()/2
dense = np.mean([eig(primitive(cc, a, j*2*np.pi/a/64, 60.0)[2])[0] for j in range(64)])
assert abs(two_pt - (eig(H0)[0] + eig(H1)[0])/2) < 1e-10 and abs(two_pt - dense) > 1e-3
print(f'band-1 mean, ecut 60: two points {two_pt:.6f} Ha, 64 points {dense:.6f} Ha')

ecut = 3.0
n, q, H = supercell(Vc, a, ecut)
root = np.sqrt(1 + 2*U**2)
assert np.abs(eig(H) - np.sort([2, 1-root, 1+root, .5-U, .5+U])).max() < 1e-11
print(f'sqrt(1+2U^2) = {root:.6f} (Ha)')
_, qG, HG = primitive(cc, a, np.pi/a, ecut, cut_on_G=True)
assert eig(HG)[0] < eig(primitive(cc, a, np.pi/a, ecut)[2])[0] - 1e-3
print('|G| cutoff at pi/a, ecut 3: q (1/bohr):', fmt(qG))
print('  eigenvalues (Ha):', fmt(eig(HG)))

# period-2a perturbation 2W cos(pi x/a)
pert = lambda w: supercell(lambda x: Vc(x) + 2*w*np.cos(np.pi*x/a), a, ecut)[2]
E0, C0 = np.linalg.eigh(H)
elem = C0.conj().T @ (pert(W) - H) @ C0
second = sum(abs(elem[j, 0])**2/(E0[0] - E0[j]) for j in range(1, len(n)))
shift, shift_half = eig(pert(W))[0] - E0[0], eig(pert(W/2))[0] - E0[0]
assert off_block(n, pert(W)) > 0.9*W and np.abs(np.diag(elem)).max() < 1e-11
assert np.abs(eig(pert(W)) - eig(pert(-W))).max() < 1e-11
assert abs(shift/second - 1) < 0.02            # fourth-order remainder, relative size W^2
assert abs((shift - second)/(shift_half - second/4) - 16) < 1
print(f'W = {W} Ha: off-block {off_block(n, pert(W)):.4f} Ha, spectrum (Ha):')
print('  ', fmt(eig(pert(W))))
print('  |<j|dV|0>| (Ha):', fmt(np.abs(elem[:, 0])))
print(f'  lowest shift {shift:.6f} Ha, second order {second:.6f} Ha')

def grid_test(V, coef, a, ecut, N, N_odd):
    n, q, H = supercell(V, a, ecut)
    Hp = [on_grid(V, a, *primitive(coef, a, k, ecut)[:2], N) for k in (0, np.pi/a)]
    He, Ho = on_grid(V, 2*a, n, q, 2*N), on_grid(V, 2*a, n, q, N_odd)
    assert np.abs(eig(He) - union(*Hp)).max() < 1e-11 and off_block(n, He) < 1e-12
    assert np.abs(eig(He) - eig(H)).max() > 1e-4 and off_block(n, Ho) > 1e-3
    return eig(He), eig(Ho), off_block(n, Ho)
ge, go, ob = grid_test(Vc, cc, a, ecut, 3, 5)
print('grid 6 (primitive 3), aliased but equal (Ha):', fmt(ge))
print(f'grid 5: off-block {ob:.4f} Ha, spectrum (Ha):', fmt(go))

# Gaussian wells, no inversion centre
a = 5.0
wells = [(2.0, 1.0, 0.5), (1.0, 3.0, 0.8)]
Vg = lambda x: -sum(A*np.exp(-(x - c - l*a)**2/(2*s*s)) for A, c, s in wells for l in range(-3, 5))
cg = lambda m: -sum(A*s*np.sqrt(2*np.pi)/a*np.exp(-(m*2*np.pi/a*s)**2/2 - 1j*m*2*np.pi/a*c)
                    for A, c, s in wells)
worst = worst_off = 0
for ecut in np.linspace(0.5, 39.5, 40):
    n, q, H = supercell(Vg, a, ecut)
    H0, H1 = primitive(cg, a, 0, ecut)[2], primitive(cg, a, np.pi/a, ecut)[2]
    nmax = int(a*np.sqrt(2*ecut)/np.pi)
    assert len(H0) == 2*(nmax//2) + 1 and len(H1) == 2*((nmax+1)//2)
    assert len(primitive(cg, a, np.pi/a, ecut, True)[0]) != len(H1)
    ev, od = n % 2 == 0, n % 2 == 1
    assert np.abs(H[np.ix_(ev, ev)] - H0).max() < 1e-10
    assert np.abs(H[np.ix_(od, od)] - H1).max() < 1e-10
    worst = max(worst, np.abs(eig(H) - union(H0, H1)).max())
    worst_off = max(worst_off, off_block(n, H))
assert worst < 1e-10 and worst_off < 1e-11
grid_test(Vg, cg, a, 5.0, 6, 13)
print(f'Gaussian model: a = {a} bohr, wells (Ha, bohr, bohr) = {wells}')
print(f'  V_0 = {cg(0).real:.6f} Ha, V_1 = {cg(1):.6f} Ha')
print(f'  40 cutoffs 0.5..39.5 Ha: deviation {worst:.0e} Ha, off-block {worst_off:.0e} Ha')
ecut = 10.0
n, q, H = supercell(Vg, a, ecut)
E, C = np.linalg.eigh(H)
x = np.linspace(0, a, 41)
psi = lambda x: np.exp(1j*np.outer(x, q)) @ C/np.sqrt(2*a)
prim = [primitive(cg, a, k, ecut) for k in (0, np.pi/a)]
signs = [1 if np.abs(eig(prim[0][2]) - e).min() < 1e-9 else -1 for e in E]
assert np.abs(psi(x + a) - psi(x)*signs).max() < 1e-8
dens = sum(0.5*np.abs(np.exp(1j*np.outer(x, qk)) @ np.linalg.eigh(Hk)[1][:, 0])**2/a
           for _, qk, Hk in prim)
assert np.abs((np.abs(psi(x)[:, :2])**2).sum(1) - dens).max() < 1e-9
print(f'  ecut = {ecut} Ha, sizes {len(n)} = {len(prim[0][0])} + {len(prim[1][0])}')
print('  lowest (Ha):', fmt(E[:6]))
print('  translation signs:', signs[:6])

# added separable term D sum_l |beta_l><beta_l|, beta = exp(-(x-c-la)^2/(2 s^2))
D, c, s = 0.8, 1.0, 0.6
Hn = H.copy()
for l in (0, 1):
    y = c + l*a + 9*s*nodes
    bq = np.exp(-1j*np.outer(q, y)) @ (9*s*weights*np.exp(-(y - c - l*a)**2/(2*s*s)))
    Hn += D/(2*a)*np.outer(bq, bq.conj())
bt = lambda q: s*np.sqrt(2*np.pi)*np.exp(-(q*s)**2/2 - 1j*q*c)
Hk = [h + D/a*np.outer(bt(qk), bt(qk).conj()) for _, qk, h in prim]
dev = np.abs(eig(Hn) - union(*Hk)).max()
assert dev < 1e-10 and np.abs(eig(Hn) - E).max() > 1e-2
print(f'  nonlocal D = {D} Ha/bohr, c = {c}, s = {s} bohr: deviation {dev:.0e} Ha')

# oblique 2D lattice doubled along a1; odd fine grid, so no cancellation is built in
A = np.array([[4.0, 0.0], [1.5, 3.5]])
sites = [(1.5, np.array([0.5, 0.4]), 0.7), (0.8, np.array([2.6, 2.0]), 0.9)]
ecut, r = 4.0, np.arange(-15, 16)
idx = np.array([(i, j) for i in r for j in r])
def waves(lat, k):
    Q = k + idx @ (2*np.pi*np.linalg.inv(lat).T)
    keep = 0.5*(Q**2).sum(1) <= ecut
    return idx[keep], Q[keep]
def prim2d(k):
    Q = waves(A, k)[1]
    G = Q[:, None] - Q[None, :]
    V = -sum(d*2*np.pi*s*s*np.exp(-(G**2).sum(2)*s*s/2 - 1j*(G @ p)) for d, p, s in sites)
    return np.diag(0.5*(Q**2).sum(1)) + V/abs(np.linalg.det(A))
S, N1, N2 = A*np.array([[2], [1]]), 63, 33
R = np.arange(N1)[:, None, None]/N1*S[0] + np.arange(N2)[None, :, None]/N2*S[1]
V2 = -sum(d*np.exp(-((R - p - i*A[0] - j*A[1])**2).sum(2)/(2*s*s))
          for d, p, s in sites for i in range(-5, 7) for j in range(-4, 5))
F = np.fft.fft2(V2)/(N1*N2)
ns, Q = waves(S, np.zeros(2))
dn = ns[:, None] - ns[None, :]
H2 = np.diag(0.5*(Q**2).sum(1)) + F[dn[..., 0] % N1, dn[..., 1] % N2]
P0, P1 = prim2d(np.zeros(2)), prim2d(np.pi*np.linalg.inv(A).T[0])
dev = np.abs(eig(H2) - union(P0, P1)).max()
assert dev < 1e-10
print(f'2D lattice a1 = {A[0]}, a2 = {A[1]} bohr, ecut = {ecut} Ha')
print(f'  sizes {len(H2)} = {len(P0)} + {len(P1)}, deviation {dev:.0e} Ha')
print('tests ok')
```

Running it gives:

```
cosine model: a = 3.141593 bohr, pi/a = 1.0000 1/bohr, U = 0.25 Ha
ecut = 3.0 Ha: sizes 5 = 3 + 2, deviation 4e-14 Ha
  supercell lowest (Ha): -0.060660 0.250000 0.750000 2.000000 2.060660
  k=0 lowest (Ha): -0.060660 2.000000 2.060660
  k=pi/a lowest (Ha): 0.250000 0.750000
  gap at pi/a: 0.500000 Ha = 13.6057 eV
ecut = 5.0 Ha: sizes 7 = 3 + 4, deviation 8e-14 Ha
  supercell lowest (Ha): -0.060660 0.235345 0.733407 2.000000 2.060660
  k=0 lowest (Ha): -0.060660 2.000000 2.060660
  k=pi/a lowest (Ha): 0.235345 0.733407
  gap at pi/a: 0.498062 Ha = 13.5530 eV
ecut = 60.0 Ha: sizes 21 = 11 + 10, deviation 1e-12 Ha
  supercell lowest (Ha): -0.060883 0.235327 0.733383 1.989595 2.050450
  k=0 lowest (Ha): -0.060883 1.989595 2.050450
  k=pi/a lowest (Ha): 0.235327 0.733383
  gap at pi/a: 0.498056 Ha = 13.5528 eV
Mathieu q = 0.5: a0,b2,a2 /2 (Ha): -0.060883 1.989595 2.050450
Mathieu b1,a1 /2 (Ha): 0.235327 0.733383
band-1 mean, ecut 60: two points 0.087222 Ha, 64 points 0.065273 Ha
sqrt(1+2U^2) = 1.060660 (Ha)
|G| cutoff at pi/a, ecut 3: q (1/bohr): -1.000000 1.000000 3.000000
  eigenvalues (Ha): 0.242552 0.741823 4.515625
W = 0.05 Ha: off-block 0.0500 Ha, spectrum (Ha):
   -0.065270 0.248573 0.751751 2.001427 2.063519
  |<j|dV|0>| (Ha): 0.000000 0.000000 0.061237 0.000000 0.000000
  lowest shift -0.004610 Ha, second order -0.004626 Ha
grid 6 (primitive 3), aliased but equal (Ha): -0.054248 0.250000 0.750000 1.750000 2.304248
grid 5: off-block 0.2500 Ha, spectrum (Ha): -0.062939 0.214986 0.707461 2.035014 2.105478
Gaussian model: a = 5.0 bohr, wells (Ha, bohr, bohr) = [(2.0, 1.0, 0.5), (1.0, 3.0, 0.8)]
  V_0 = -0.902386 Ha, V_1 = 0.068585+0.249158j Ha
  40 cutoffs 0.5..39.5 Ha: deviation 6e-13 Ha, off-block 7e-13 Ha
  ecut = 10.0 Ha, sizes 15 = 7 + 8
  lowest (Ha): -1.121952 -1.086098 -0.514324 -0.284862 0.161465 0.903723
  translation signs: [1, -1, -1, 1, 1, -1]
  nonlocal D = 0.8 Ha/bohr, c = 1.0, s = 0.6 bohr: deviation 2e-13 Ha
2D lattice a1 = [4. 0.], a2 = [1.5 3.5] bohr, ecut = 4.0 Ha
  sizes 17 = 7 + 10, deviation 2e-15 Ha
tests ok
```
